# Band edges and closed gaps of the Lamé potential 2m sn²

## The problem

A particle of mass $M$ moves on a line with the Hamiltonian
$$H=-\frac{\hbar^2}{2M}\frac{d^2}{dX^2}+2m\,\varepsilon\,\mathrm{sn}^2(X/\ell\,|\,m),\qquad \varepsilon=\frac{\hbar^2}{2M\ell^2},$$
where $\ell$ is a length and $0<m<1$ is the elliptic parameter (the square of the modulus). With $x=X/\ell$ and the energy written as $\varepsilon E$, the stationary equation is
$$-\psi''+V\psi=E\psi,\qquad V=2m\,\mathrm{sn}^2x .$$
An energy is allowed if this equation has a bounded nonzero solution. Where are the band edges, what are the states there, and which gaps are open? Numbers are wanted for the model values $M=m_e$, $\ell=1.0\times10^{-10}$ m, $m=0.6$.

The elliptic functions are defined by inverting $x=F(\varphi)=\int_0^\varphi d\varphi'/\sqrt{1-m\sin^2\varphi'}$ and setting $\mathrm{sn}=\sin\varphi$, $\mathrm{cn}=\cos\varphi$, $\mathrm{dn}=\sqrt{1-m\sin^2\varphi}$. Then $\mathrm{cn}^2=1-\mathrm{sn}^2$, $\mathrm{dn}^2=1-m\,\mathrm{sn}^2$ and $d\varphi/dx=\mathrm{dn}$. The chain rule, and for dn the derivative of $\mathrm{dn}^2$, give
$$\mathrm{sn}'=\mathrm{cn\,dn},\qquad \mathrm{cn}'=-\mathrm{sn\,dn},\qquad \mathrm{dn}'=-m\,\mathrm{sn\,cn}.$$
The integrand of $F$ is even with period $\pi$, so $F$ is odd and $F(\varphi+\pi)=F(\varphi)+2K$ with $K=F(\pi/2)$. A shift by $L=2K$ therefore reverses the signs of sn and cn and leaves dn and $V$ unchanged. $V$ is even, sn is positive on $(0,L)$, and cn is positive on $[0,K)$ and vanishes at $K$.

Let $u_1,u_2$ be the solutions with $u_1(0)=1$, $u_1'(0)=0$, $u_2(0)=0$, $u_2'(0)=1$; their Wronskian $u_1u_2'-u_1'u_2=1$ is constant. The monodromy matrix $\mathsf M$, with columns $(u_j(L),u_j'(L))$, carries $(\psi,\psi')$ across one period and has determinant 1. A solution with $\psi(x+L)=\mu\psi(x)$ is an eigenvector, and $\mu^2-D\mu+1=0$ with $D=\operatorname{tr}\mathsf M$. In a band $\mu=e^{ikL}$. Gap number $n$ sits at $kL=n\pi$ in the extended zone; it is closed when the bands below and above meet at one energy.

## First estimate

The problem has two energy scales: the strength of the potential, of order $m$, and the kinetic energy $G^2$ at the reciprocal vector $G=2\pi/L=\pi/K$. For small $m$ their ratio is small and plane waves are the starting point. A general amplitude $V=gm\,\mathrm{sn}^2$ is kept, so that the role of $g=2$ can be seen.

Expanding the integrand, $1+\frac m2\sin^2\varphi=1+\frac m4-\frac m4\cos2\varphi$, gives $x=(1+\frac m4)\varphi-\frac m8\sin2\varphi$ and $K=\frac\pi2(1+\frac m4)$ to first order. With $z=\pi x/2K=Gx/2$ this inverts to $\varphi=z+\frac m8\sin2z$, so
$$\cos2\varphi=\cos2z-\tfrac m4\sin^22z=\cos2z-\tfrac m8+\tfrac m8\cos4z .$$
Since $V=\frac{gm}2(1-\cos2\varphi)$, the coefficients in $V=\sum_nV_ne^{inGx}$ are, each to its leading order,
$$V_0=\frac{gm}2,\qquad V_{\pm1}=-\frac{gm}4,\qquad V_{\pm2}=-\frac{gm^2}{32},\qquad G=2 .$$
Each further power of $m$ brings a factor $\sin^2\varphi$, that is one more harmonic, so $V_n$ is of order $m^n$. Writing $\psi=\sum_na_ne^{i(k+nG)x}$ turns the equation into $[E-V_0-(k+nG)^2]a_n=\sum_{j\ne n}V_{n-j}a_j$.

Near the bottom of the spectrum $a_0$ dominates, and $a_{\pm1}=-V_1a_0/(G^2\pm2kG)$. The sum of the two reciprocals is $2/(G^2-4k^2)$, so
$$E\approx V_0-\frac{2V_1^2}{G^2}+k^2\Big(1-\frac{8V_1^2}{G^4}\Big).$$

Near the first gap, $k=G/2+\kappa$, the waves $a_0$ and $a_{-1}$ have kinetic energies $G^2/4+\kappa^2\pm G\kappa$, and the $2\times2$ determinant gives
$$E\approx V_0+\frac{G^2}4+\kappa^2\pm\sqrt{V_1^2+G^2\kappa^2}.$$
The gap is $2|V_1|$, which is $m$ for $g=2$, centred near $1+m/2$ (from $G^2/4\approx1-m/2$ and $V_0\approx m$). As $V_1<0$, the lower state has $a_0=a_{-1}$ and is $\cos(Gx/2)$; the upper is $\sin(Gx/2)$. Expanding the root in $\kappa^2$ and comparing with the free law $E=k^2$ gives the masses $M^*/M=1/(1\pm G^2/2|V_1|)$. For imaginary $\kappa=iq$ the root vanishes near the gap centre, so $q\approx|V_1|/G$.

At the second gap, $k=0$ and $E-V_0\approx G^2$, the large amplitudes are $a_{\pm1}$. They drive $a_0=V_1(a_1+a_{-1})/G^2$ and $a_{\pm2}=-V_1a_{\pm1}/3G^2$. Inserting these in the equation for $a_1$,
$$(E-V_0-G^2)\,a_1=\frac{2V_1^2}{3G^2}\,a_1+\Big(V_2+\frac{V_1^2}{G^2}\Big)a_{-1},$$
and likewise with $a_1\leftrightarrow a_{-1}$. The solutions $a_1=\pm a_{-1}$ are split by
$$\Delta_2\approx2\Big|V_2+\frac{V_1^2}{G^2}\Big|=2\Big|\frac{g^2m^2}{64}-\frac{gm^2}{32}\Big|=\frac{g|g-2|\,m^2}{32}.$$
Power counting says that gap $n$, which needs a transfer $nG$, is of order $m^n$. For $n=2$ the coefficient vanishes at $g=2$: direct scattering by the second harmonic cancels double scattering by the first, and the first harmonic alone would give $2V_1^2/G^2=m^2/8$. Whether the cancellation survives higher orders, and what happens for $n\ge3$, the estimate cannot say.

## Exact solution

### A periodic product of two solutions

Let $a,b$ be solutions at the same $E$, $y=ab$ and $W=V-E$. Using $a''=Wa$, $b''=Wb$, one has $y''=2Wy+2a'b'$, and $(a'b')'=W(ab'+a'b)=Wy'$, so
$$y'''-4(V-E)\,y'-2V'y=0 .$$
Try $y=ms+A$ with $s=\mathrm{sn}^2$. From $s'=2\,\mathrm{sn\,cn\,dn}$ follows $s'^2=4[s-(1+m)s^2+ms^3]$. Differentiating and dividing by $2s'$ gives $s''=2-4(1+m)s+6ms^2$, and then $s'''=[12ms-4(1+m)]s'$. With $V=gms$ the equation, divided by $ms'$, reads
$$12ms-4(1+m)-4gms+4E-2gms-2gA=0 .$$
The terms in $s$ cancel only if $12=6g$, which is the amplitude $g=2$ singled out by the estimate. The constant terms then give
$$y=m\,\mathrm{sn}^2x+A,\qquad A=E-1-m .$$
The products $u_1^2$ and $u_2^2$ solve the same linear third-order equation, whose solutions are fixed by $y,y',y''$ at $0$. These values are $(1,0,-2E)$ for $u_1^2$, because $V(0)=0$, $(0,0,2)$ for $u_2^2$, and $(A,0,2m)$ for $y$. Hence $y=Au_1^2+cu_2^2$ with $2m=-2EA+2c$, so $c=m+EA=E^2-(1+m)E+m$:
$$y=Au_1^2+cu_2^2,\qquad c=(E-1)(E-m),\qquad C\equiv Ac=(E-m)(E-1)(E-1-m).$$
The signs of $(A,c)$ are $(-,+)$ for $E<m$, $(-,-)$ for $m<E<1$, $(-,+)$ for $1<E<1+m$ and $(+,+)$ for $E>1+m$.

### The zeros of $C$

At $E=m$, $y=ms-1=-\mathrm{dn}^2=-u_1^2$. At $E=1$, $y=-m\,\mathrm{cn}^2=-mu_1^2$. At $E=1+m$, $y=m\,\mathrm{sn}^2=mu_2^2$. So dn, cn and sn should be solutions, and direct differentiation confirms it:
$$\mathrm{dn}''=-m\,\mathrm{dn}(\mathrm{cn}^2-\mathrm{sn}^2)=(2ms-m)\,\mathrm{dn},$$
$$\mathrm{cn}''=-\mathrm{cn}(\mathrm{dn}^2-m\,\mathrm{sn}^2)=(2ms-1)\,\mathrm{cn},$$
$$\mathrm{sn}''=-\mathrm{sn}(\mathrm{dn}^2+m\,\mathrm{cn}^2)=(2ms-1-m)\,\mathrm{sn}.$$
Each has the form $\psi''=(V-E)\psi$, with $E=m$, $1$, $1+m$. The multipliers are $+1,-1,-1$, so $D=2,-2,-2$.

### Energies with $C>0$

Here $A$ and $c$ have one sign, so $|y|=|A|u_1^2+|c|u_2^2$. The left side is periodic and hence bounded, so $u_1$, $u_2$ and all solutions are bounded: every $E$ in $(m,1)$ and above $1+m$ is allowed. Define $\psi=\sqrt{|A|}\,u_1+i\sqrt{|c|}\,u_2$. Then $|\psi|^2=|y|>0$, and $\operatorname{Im}\psi^*\psi'=\sqrt{|A||c|}\,(u_1u_2'-u_2u_1')=\sqrt C$. The real part of $\psi^*\psi'$ is $|y|'/2$, and dividing by $|\psi|^2$ gives
$$\frac{\psi'}\psi=\frac{y'}{2y}+\frac{i\sqrt C}{|y|}.$$
Integration over a period gives $\psi(x+L)=e^{i\theta}\psi(x)$, since the first term integrates to zero, with
$$\theta=kL=\sqrt C\int_0^L\frac{dx}{|y|}=\frac{2\sqrt C}{|A|}\,\Pi(n|m),\qquad n=-\frac mA .$$
The last form uses $|y|=|A|(1-n\,\mathrm{sn}^2)$, the symmetry of $\mathrm{sn}^2$ about $K$, and $dx=d\varphi/\mathrm{dn}$, with $\Pi(n|m)=\int_0^{\pi/2}d\varphi/[(1-n\sin^2\varphi)\sqrt{1-m\sin^2\varphi}]$. The partner $\psi^*$ has multiplier $e^{-i\theta}$ and is independent, because $\psi^*\psi'-\psi^{*\prime}\psi=2i\sqrt C\ne0$. Thus $D=2\cos\theta$.

### Energies with $C<0$

In both intervals $A<0<c$. The real solutions $\psi_\pm=\sqrt{|A|}\,u_1\pm\sqrt c\,u_2$ have $\psi_+\psi_-=-y$, and their constant Wronskian, evaluated at $0$, is $w=\psi_+'\psi_--\psi_+\psi_-'=2\sqrt{-C}$. Adding and subtracting $\psi_+'\psi_-+\psi_+\psi_-'=-y'$ and dividing by $-2y$,
$$\frac{\psi_\pm'}{\psi_\pm}=\frac{y'\mp w}{2y}.$$
At $x=0$ and $x=L$, $y=A\neq0$ and the right side takes the same value. The data at $L$ are then a real multiple $\mu_\pm$ of the data at $0$, so $\psi_\pm(x+L)=\mu_\pm\psi_\pm(x)$, and $\mu_+\mu_-=1$ because $y$ is periodic.

It remains to exclude $\mu_\pm=\pm1$. In that case $u_2=(\psi_+-\psi_-)/2\sqrt c$ would have $u_2(L)=\pm u_2(0)=0$. The equations for $u_2$ and sn give
$$(u_2'\,\mathrm{sn}-u_2\,\mathrm{sn}')'=(1+m-E)\,u_2\,\mathrm{sn}.$$
Let $E<1+m$ and suppose $b\in(0,L]$ is the first zero of $u_2$. The right side is positive on $(0,b)$, and the bracket vanishes at $0$, so it is positive at $b$. But there it equals $u_2'(b)\,\mathrm{sn}(b)\le0$, since $u_2$ falls to zero. Hence $u_2>0$ on $(0,L]$ for all $E<1+m$, and $|\mu_\pm|\ne1$. Any combination of $\psi_\pm$ then grows exponentially in at least one direction, and these energies are forbidden.

For $E<m$, $y<0$ everywhere, the logarithmic derivative integrates to $\ln\mu_\pm=\pm\sqrt{-C}\int_0^Ldx/|y|$, and $D>2$. For $1<E<1+m$, $y(0)=A<0$ and $y(K)=E-1>0$. As $\mathrm{sn}^2$ rises monotonically on $(0,K)$, $y$ has two zeros per period, $x_0$ with $y'>0$ and $L-x_0$ with $y'<0$. Where $\psi_+=0$, both $w$ and $-y'$ equal $\psi_+'\psi_-$, so $y'<0$; where $\psi_-=0$, $y'=w>0$. Each $\psi_\pm$ thus has one simple zero per period and changes sign, so $\mu_\pm<0$ and $D=\mu_++1/\mu_+<-2$.

The spectrum is therefore $[m,1]\cup[1+m,\infty)$. Its edges are $m$, $1$, $1+m$ with states dn, cn, sn, and the gap has width $m$ for every $0<m<1$.

Each edge carries one bounded state. With $D=\pm2$ and unit determinant, $\mathsf M=\pm(1+N)$ with $N^2=0$, so $\mathsf M^j=(\pm1)^j(1+jN)$, and the second solution grows linearly unless $N=0$. At $E=m$ and $1$ the entry $u_2(L)>0$ shows $N\ne0$. At $E=1+m$, $N=0$ would make the even $u_1$ antiperiodic, so $u_1(K)=-u_1(-K)=-u_1(K)=0$. The bracket in $(u_1'\mathrm{cn}-u_1\mathrm{cn}')'=-m\,u_1\mathrm{cn}$ would vanish at $0$ and at $K$, which forces a zero of $u_1$ inside $(0,K)$. At two consecutive zeros in $(0,K]$ the slopes $u_1'$ have opposite signs while $\mathrm{sn}>0$, so the Wronskian $u_1\mathrm{sn}'-u_1'\mathrm{sn}=1$ cannot hold at both. Hence $N\ne0$.

### The phase $\theta(E)$ and the higher gaps

To locate the places where gaps could have opened, $\theta$ must be followed. Let $\chi=\partial_E\psi$, which obeys $\chi''=(V-E)\chi-\psi$. Then $(\psi^*\chi'-\psi^{*\prime}\chi)'=-|\psi|^2$. Differentiating the Bloch condition gives $\chi(x+L)=e^{i\theta}(\chi+i\theta_E\psi)$ with $\theta_E=d\theta/dE$, so over one period the bracket changes by $i\theta_E\cdot2i\sqrt C$. Therefore $2\sqrt C\,\theta_E=\int_0^L|y|\,dx$. With $\mathcal E=\int_0^{\pi/2}\sqrt{1-m\sin^2\varphi}\,d\varphi$ one has $\int_0^L\mathrm{dn}^2dx=2\mathcal E$, so $m\,\mathrm{sn}^2=1-\mathrm{dn}^2$ has mean $1-\mathcal E/K$. As $y$ keeps one sign,
$$\frac{dk}{dE}=\frac{|E-E_0|}{2\sqrt C},\qquad E_0=m+\frac{\mathcal E}K .$$
The mean of $\mathrm{dn}^2$ lies strictly between $1-m$ and $1$, so $E_0$ lies inside the gap and $\theta$ increases strictly in both bands.

The end values follow from the integral. As $E\to m^+$, $|y|\to\mathrm{dn}^2\ge1-m$ and $C\to0$, so $\theta\to0$. As $E=1-\delta\to1^-$, $|y|=\delta+m\,\mathrm{cn}^2$, and $\mathrm{cn}'(K)=-\sqrt{1-m}$ gives $|y|\approx\delta+m(1-m)t^2$ with $t=x-K$. The peak contributes $\int dt/(\delta+\beta t^2)=\pi/\sqrt{\delta\beta}$ with $\beta=m(1-m)$, the remainder stays bounded, and $C\approx\beta\delta$, so $\theta\to\pi$. At $E=1+m+\delta$, $y\approx\delta+mx^2$ near the cell boundary and $C\approx m\delta$, so again $\theta\to\pi$. Finally $y\le E-1$ in the upper band gives $\theta\ge L\sqrt C/(E-1)$, which grows as $L\sqrt E$.

So $\theta$ runs from $0$ to $\pi$ in the lower band and from $\pi$ to infinity in the upper one, and for each $n\ge2$ there is exactly one $E_n>1+m$ with $\theta(E_n)=n\pi$. There the independent solutions $\psi$ and $\psi^*$ share the multiplier $(-1)^n$, so $\mathsf M=(-1)^n\cdot1$, and all neighbouring energies are allowed: gap $n$ is closed for all $n\ge2$. In the reduced zone two branches cross at $E_n$ with slopes $\pm2\sqrt C/(E_n-E_0)\neq0$. A wave at $kL=n\pi$ passes without Bragg reflection, and $D^2-4=-4\sin^2\theta$ has a double zero.

Near an edge $E_e$, $C\approx C'(E_e)(E-E_e)$, and integrating $dk/dE$ gives $|k-k_e|=|E_e-E_0|\sqrt{|E-E_e|/|C'|}$. With $|C'|=1-m$, $m(1-m)$, $m$ at the three edges,
$$\frac{M^*}M=\frac{(\mathcal E/K)^2}{1-m},\qquad-\frac{(E_0-1)^2}{m(1-m)},\qquad\frac{(1-\mathcal E/K)^2}m,$$
the sign being negative at the band top.

For $m\to0$, $1-\mathcal E/K\approx m/2$, the masses tend to $1$, $-m/4$, $m/4$, and dn, cn, sn tend to $1$, $\cos x$, $\sin x$, all as in the estimate, where $2|V_1|/G^2=m/4$. For $m\to1$, $F=\operatorname{artanh}\sin\varphi$, so $\mathrm{sn}\to\tanh x$, $K\to\infty$ and $V\to2-2\,\mathrm{sech}^2x$. The lower band, of width $1-m$, shrinks onto the bound level $E=1$ of an isolated well, dn and cn both tend to $\mathrm{sech}\,x$ near the well, and the upper edge tends to the barrier height $2$. There $G\to0$, $|V_1|/G^2$ is no longer small by construction, and the estimate loses its basis.

## Numbers for $m=0.6$

The values below are those of the numerical output that follows the text. The parameters are round model values for one particle in a fixed potential and describe no material. The unit of energy is
$$\varepsilon=\frac{(1.054572\times10^{-34})^2}{2(9.109384\times10^{-31})(1.0\times10^{-10})^2}\ \mathrm J=6.104\times10^{-19}\ \mathrm J=3.810\ \mathrm{eV}.$$
With $K=1.949568$ and $\mathcal E=1.298428$, the period is $L\ell=3.899\times10^{-10}$ m, $\mathcal E/K=0.666008$ and $E_0=1.266008$. Plane-wave diagonalization puts the edges at $0.6$, $1$ and $1.6$, that is $3.663$, $6.104$ and $9.767\times10^{-19}$ J ($2.286$, $3.810$, $6.096$ eV). The lower band is $2.442\times10^{-19}$ J wide ($1.524$ eV) and the gap $3.663\times10^{-19}$ J ($2.286$ eV).

At $E=0.8$, $A=-0.8$, $c=(-0.2)(0.2)=-0.04$, $C=0.032$, $n=0.75$ and $\Pi=4.211394$. Then $\theta=2\sqrt{0.032}\times4.211394/0.8=1.883393$, the wave number is $1.883393/(3.89914\times10^{-10}\,\mathrm m)=4.830\times10^9\ \mathrm m^{-1}$, and $2\cos\theta=-0.61506031$, which the trace from direct integration of the equation reproduces in all printed digits.

At $E=1.3$, $A=-0.3$, $c=0.3\times0.7=0.21$, $C=-0.063$. Integration gives the multipliers $-2.047599$ and $-0.488377$, negative and reciprocal, with sum $D=-2.535976$. The amplitude decay length is $3.89914\times10^{-10}\,\mathrm m/\ln2.047599=5.44\times10^{-10}$ m.

The roots of $\theta=n\pi$ are $E_2=3.28722$, $E_3=6.51914$, $E_4=11.05939$, $E_5=16.90027$, and $\varepsilon E_2=2.007\times10^{-18}$ J ($12.52$ eV). The plane-wave levels fall at the same values in pairs. For $n=2$ to $6$ and $m=0.2$, $0.6$, $0.9$ the splitting was tested to lie below $10^{-9}$ and the integrated monodromy matrix to equal $(-1)^n\cdot1$ within $10^{-7}$; the printed splittings near $10^{-13}$ mark the precision of the arithmetic and are not gap values. At $E_2$, $C=2.68722\times2.28722\times1.68722=10.370$, the slope is $2\sqrt{10.37013}/(3.287222-1.266008)=3.1865$, and the group velocity is $3.1865\,\varepsilon\ell/\hbar=1.84\times10^6$ m/s. The masses are $0.666008^2/0.4=1.109$, $-0.266008^2/0.24=-0.2948$ and $0.333992^2/0.6=0.1859$ in units of $m_e$.

## Comparison

The estimate is evaluated with the computed coefficients $V_0=0.667984$, $V_1=-0.297096$, $V_2=-0.033771$, $G=1.611430$. These give $G^2=2.59671$, $V_1^2/G^2=0.033992$, $G^2/2|V_1|=4.370$ and a gap centre $V_0+G^2/4=1.31716$. Errors are relative to the exact value.

| Quantity | Estimate | Exact | Error |
|---|---|---|---|
| lowest edge | 0.6000 | 0.6 | below 0.01% |
| top of band 1 | 1.020 | 1 | 2.0% |
| bottom of band 2 | 1.614 | 1.6 | 0.9% |
| first gap | 0.594 | 0.6 | 1.0% |
| mass, dn edge | 1.117 | 1.109 | 0.7% |
| mass, cn edge | −0.2967 | −0.2948 | 0.6% |
| mass, sn edge | 0.1862 | 0.1859 | 0.2% |
| $E_2$ | 3.2874 | 3.2872 | below 0.01% |

The entries are $0.667984-2(0.033992)$; $1.31716\mp0.297096$; $1/(1-8\times0.033992/2.59671)$; $1/(1\mp4.370)$; and $2.59671+0.667984+\frac23(0.033992)$. The agreement at the lowest edge is closer than the estimate warrants. The omitted coupling of $a_1$ and $a_{-1}$ through $V_2$, with $a_{\pm1}=-V_1a_0/G^2$, alone would add $2V_2V_1^2/G^4=-0.0009$, which is 0.15% of the edge, so the dropped terms cancel one another in this potential, and the entry is not a measure of the formula's accuracy in general. The edges of the first gap come out high because the two-wave determinant omits the waves at $\pm3G/2$. Eliminating them as before adds $V_1^2/(G^2/4-9G^2/4)=-V_1^2/2G^2=-0.017$ to both edges, which brings them to $1.003$ and $1.597$. The decay length $\ell G/|V_1|=5.42\times10^{-10}$ m is 0.3% below the value at $E=1.3$, the centre of the exact gap. The free slope $2G=3.223$ is 1.1% above the slope at the crossing $E_2$.

For the second gap the estimate gives $2|{-0.033771}+0.033992|=0.0004$, less than 1% of either term doubled. The exact gap is zero, so this remainder is the net effect of the orders that the estimate drops; single dropped terms can be larger and partly cancel. Two altered potentials test the claim that the closure is a cancellation. With the harmonics above the first removed, the second gap opens to $0.0665$ ($4.06\times10^{-20}$ J), against $2V_1^2/G^2=0.0680$, which is 2% high. With $g=2.2$ it opens to $0.0072$ ($4.41\times10^{-21}$ J). Scaling every $V_n$ by $1.1$ gives the estimate $2|{-1.1}(0.033771)+1.21(0.033992)|=0.0080$, 10% high; a difference of nearly equal terms is sensitive to the dropped orders.

The bare power laws fare worse at $m=0.6$: $m^2/8=0.045$ and $2.2\times0.2\times0.36/32=0.00495$ are both 32% low. For the first, the cause is read off the inputs, since $G^2=2.6$ rather than $4$ while $V_1$ is within 1% of $-m/2$. At $m=0.01$ the laws hold: $1.2563\times10^{-5}$ against $m^2/8=1.2500\times10^{-5}$, and $9.422\times10^{-6}$ against $3m^2/32=9.375\times10^{-6}$ for $g=3$, both 0.5% low. For the single harmonic this is the factor $4/G^2\approx1+m/2$.

In SI terms the condition $g=2$ ties the barrier height to the mass and the length, $2m\varepsilon=m\hbar^2/M\ell^2=7.325\times10^{-19}$ J here. A particle of another mass $M'$ in the same potential has $g=2M'/M$, the function $m\,\mathrm{sn}^2+A$ no longer solves the product equation, and at small $m$ the second gap opens as $g|g-2|m^2/32$ in units of $\hbar^2/2M'\ell^2$, the energy unit that belongs to the new mass.

## Computed results

```
m=0.01 cosine only: gap 2 = 1.2563e-05, m^2/8 = 1.2500e-05 (eps)
m=0.01 g=3: gap 2 = 9.4221e-06, 3m^2/32 = 9.3750e-06 (eps)
hbar = 1.054572e-34 J s, M = m_e = 9.109384e-31 kg
m = 0.6, ell = 1.0e-10 m
eps = 6.10426e-19 J = 3.8100 eV
K = 1.949568, Ec = 1.298428, Ec/K = 0.666008, E0 = 1.266008 (eps)
L = 3.899135, period = 3.89914e-10 m, amplitude 2m eps = 7.32512e-19 J
dn edge: 0.60000000 eps = 3.66256e-19 J = 2.2860 eV
cn edge: 1.00000000 eps = 6.10426e-19 J = 3.8100 eV
sn edge: 1.60000000 eps = 9.76682e-19 J = 6.0960 eV
band 1 width: 0.40000000 eps = 2.44171e-19 J = 1.5240 eV
gap 1: 0.60000000 eps = 3.66256e-19 J = 2.2860 eV
E = 0.8 eps: A = -0.8000, c = -0.0400, C = 0.03200, n = -m/A = 0.7500
  Pi(n|m) = 4.211394, theta = 1.883393 rad
  k = 4.83028e+09 1/m
  2cos(theta) = -0.61506031, ODE trace = -0.61506031
E = 1.3 eps: A = -0.3000, c = 0.2100, C = -0.06300, D = -2.535976
  multipliers = -2.047599, -0.488377
  amplitude decay length = 5.4406e-10 m
E_2 = 3.2872221 eps (plane waves 3.2872221, splitting 2e-14 eps)
  E_2 = 2.00661e-18 J = 12.5243 eV
  C = 10.37013, dE/dk = 3.18647 eps ell, v = 1.8445e+06 m/s
E_3 = 6.5191354 eps (plane waves 6.5191354, splitting 2e-13 eps)
E_4 = 11.0593929 eps (plane waves 11.0593929, splitting 8e-14 eps)
E_5 = 16.9002719 eps (plane waves 16.9002719, splitting 2e-13 eps)
effective mass at dn edge: 1.10892 m_e
effective mass at cn edge: -0.29483 m_e
effective mass at sn edge: 0.18592 m_e
V_0 = 0.667984, V_1 = -0.297096, V_2 = -0.033771 (eps), G = 1.611430 (1/ell)
control g=2.2: gap 2 = 0.00723 eps = 4.4132e-21 J
control cosine only: gap 2 = 0.06647 eps = 4.0576e-20 J
```
